# From Smith's piezoresistance to elastoresistance coefficients in n-type silicon

## Question

I am trying to convert Smith's room-temperature piezoresistance coefficients for lightly doped n-type silicon into dimensionless coefficients that multiply strain. My data, in the cube axes, are

$$\pi_{11}=-102.2,\quad \pi_{12}=53.4,\quad \pi_{44}=-13.6\qquad(10^{-11}\ \mathrm{Pa^{-1}}),$$

$$c_{11}=165.7,\quad c_{12}=63.9,\quad c_{44}=79.6\qquad(\mathrm{GPa}).$$

Since stress is stiffness times strain, I multiplied each coefficient by the stiffness with the same label. This gave $\pi_{11}c_{11}=-169$, $\pi_{12}c_{12}=34$ and $\pi_{44}c_{44}=-11$. The exercise says that the answers are near $-101$, $57$ and $-11$, so only my last one is right.

What is wrong with the other two? Does the shear coefficient need a factor of 2? And is $m_{11}$ the gauge factor of a silicon bar? When I compute $\pi_{11}$ times Young's modulus along [100], I get $-133$, which is neither $-169$ nor $-101$.

## Answer

Your shear product works because one shear strain produces one shear stress. A normal strain produces three normal stresses, and each of them changes the resistivity. Multiplying equal labels keeps one of the three.

### What the coefficients mean

Take tension as positive and work to first order in strain. The unstrained crystal has a scalar resistivity $\rho$; strain adds a small tensor $\Delta\rho_{ij}$. In the cube axes,

$$\frac{\Delta\rho_{xx}}{\rho}=\pi_{11}\sigma_{xx}+\pi_{12}(\sigma_{yy}+\sigma_{zz}),\qquad \frac{\Delta\rho_{xy}}{\rho}=\pi_{44}\sigma_{xy},$$

and the other components follow by exchanging axes. The full cubic symmetry of silicon (class $m\bar3m$) explains why there are no further terms; the cubic classes $23$ and $m\bar3$ lack the quarter turn used below and allow a fourth coefficient. The reflection $x\to-x$ reverses $\sigma_{xy}$ but leaves $\Delta\rho_{xx}$ unchanged, so a linear term connecting them must vanish. Similar reflections separate the different shears. A quarter turn about $x$ exchanges $y$ and $z$, so $\sigma_{yy}$ and $\sigma_{zz}$ share one coefficient.

The elastoresistance coefficients are defined in the same way, with strain in place of stress:

$$\frac{\Delta\rho_{xx}}{\rho}=m_{11}e_{xx}+m_{12}(e_{yy}+e_{zz}),\qquad \frac{\Delta\rho_{xy}}{\rho}=m_{44}\gamma_{xy}.$$

Here $\gamma_{xy}=2e_{xy}$ is the engineering shear strain. These are coefficients of resistivity; the change in a bar's dimensions comes in later.

### The conversion

Hooke's law for a cubic crystal is

$$\sigma_{xx}=c_{11}e_{xx}+c_{12}(e_{yy}+e_{zz}),\qquad \sigma_{xy}=c_{44}\gamma_{xy},$$

again with the other components obtained by exchanging axes. The resistivity equation needs the sum of the two side stresses:

$$\begin{aligned}
\sigma_{yy}+\sigma_{zz}
&=c_{11}e_{yy}+c_{12}(e_{xx}+e_{zz})+c_{11}e_{zz}+c_{12}(e_{xx}+e_{yy})\\
&=2c_{12}e_{xx}+(c_{11}+c_{12})(e_{yy}+e_{zz}).
\end{aligned}$$

Insert both stresses into the equation for $\Delta\rho_{xx}$:

$$\begin{aligned}
\frac{\Delta\rho_{xx}}{\rho}
={}&\pi_{11}\left[c_{11}e_{xx}+c_{12}(e_{yy}+e_{zz})\right]\\
&+\pi_{12}\left[2c_{12}e_{xx}+(c_{11}+c_{12})(e_{yy}+e_{zz})\right].
\end{aligned}$$

The three strains can be chosen independently, so their coefficients must match those in the definition of $m$:

$$m_{11}=\pi_{11}c_{11}+2\pi_{12}c_{12},$$

$$m_{12}=\pi_{11}c_{12}+\pi_{12}(c_{11}+c_{12}).$$

For shear, $\Delta\rho_{xy}/\rho=\pi_{44}\sigma_{xy}=\pi_{44}c_{44}\gamma_{xy}$, hence

$$m_{44}=\pi_{44}c_{44}.$$

The missing term in your $m_{11}$ has a direct meaning. If $e_{xx}$ is the only strain, the sides are held fixed. Holding them requires $\sigma_{yy}=\sigma_{zz}=c_{12}e_{xx}$, and these two tensions raise $\rho_{xx}$ because $\pi_{12}$ is positive. They cancel part of the fall caused by the axial stress.

### The numbers

The unit factor is $10^{-11}\ \mathrm{Pa^{-1}}\times10^9\ \mathrm{Pa}=10^{-2}$. Therefore

$$m_{11}=10^{-2}\left[(-102.2)(165.7)+2(53.4)(63.9)\right]=-169.35+68.25=-101.1,$$

$$m_{12}=10^{-2}\left[(-102.2)(63.9)+(53.4)(229.6)\right]=-65.31+122.61=57.3,$$

$$m_{44}=10^{-2}(-13.6)(79.6)=-10.8.$$

These are the three values in your exercise. No factor of 2 belongs in $m_{44}$ as long as it multiplies $\gamma_{xy}$. If you prefer the tensor strain $e_{xy}$, the same physical change reads $\Delta\rho_{xy}/\rho=2m_{44}e_{xy}$, and the coefficient becomes $-21.7$.

### A check that also shows where the data are weak

Add and subtract the formulas in the combinations that belong to a pure volume change and to a volume-preserving stretch:

$$\begin{aligned}
m_{11}+2m_{12}&=\pi_{11}(c_{11}+2c_{12})+\pi_{12}(2c_{11}+4c_{12})\\
&=(\pi_{11}+2\pi_{12})(c_{11}+2c_{12}),
\end{aligned}$$

$$\begin{aligned}
m_{11}-m_{12}&=\pi_{11}(c_{11}-c_{12})+\pi_{12}(2c_{12}-c_{11}-c_{12})\\
&=(\pi_{11}-\pi_{12})(c_{11}-c_{12}).
\end{aligned}$$

In these combinations each piezoresistance multiplies a single stiffness, as in your first attempt. The numbers are

$$m_{11}+2m_{12}=10^{-2}(4.6)(293.5)=13.5,$$

$$m_{11}-m_{12}=10^{-2}(-155.6)(101.8)=-158.4.$$

The first is the response to equal strains along all three axes, per unit of linear strain. It contains the small difference $-102.2+106.8=4.6$, so it is sensitive to the input data. If $\pi_{11}$ and $\pi_{12}$ may each be wrong by 1%, with the stiffnesses held fixed, the worst combination shifts $m_{11}$ by 2.4 and $m_{12}$ by 1.9. These are about 2% and 3% of their values. The same errors can shift $m_{11}+2m_{12}$ by 6.1, which is 45% of its value. In $m_{11}-m_{12}$ the terms from $\pi_{11}$ and $-\pi_{12}$ have the same sign, so nothing cancels and the same errors shift it by at most 1%. The large stretching response is therefore much better determined than the small volume response.

### Why the gauge factor is different

A bar pulled along [100] with free sides has $\sigma_{yy}=\sigma_{zz}=0$. By symmetry its side strains are equal; call them $e_s$. Hooke's law for a side gives

$$0=c_{11}e_s+c_{12}(e_{xx}+e_s)\quad\Rightarrow\quad e_s=-\nu e_{xx},\qquad \nu=\frac{c_{12}}{c_{11}+c_{12}}=0.278.$$

Young's modulus follows from the axial stress:

$$E=\frac{\sigma_{xx}}{e_{xx}}=c_{11}-2\nu c_{12}=130.1\ \mathrm{GPa}.$$

Now put the three strains into the elastoresistance equation:

$$\begin{aligned}
\frac{1}{e_{xx}}\frac{\Delta\rho_{xx}}{\rho}&=m_{11}-2\nu m_{12}\\
&=\pi_{11}(c_{11}-2\nu c_{12})+2\pi_{12}\left[c_{12}-\nu(c_{11}+c_{12})\right]\\
&=\pi_{11}E.
\end{aligned}$$

The second bracket vanishes by the definition of $\nu$, as it must when there is no side stress. Numerically, $-101.1-2(0.2783)(57.3)=-133.0$. This is your third number. The sides contract, and since $m_{12}>0$ their contraction lowers $\rho_{xx}$ further.

Your $-169$ also has a meaning: it is the change produced by the axial stress $c_{11}e$ acting alone. With free sides, however, that stress stretches the bar by $c_{11}/E=1.27$ times $e$, so the product is not a response per unit of actual strain.

The gauge factor refers to the resistance of the bar, $R=\rho_{xx}\ell/A$, with length $\ell$ and cross-section $A$. To first order,

$$\frac{\Delta R}{R}=\frac{\Delta\rho_{xx}}{\rho}+e_{xx}-2e_s,$$

so the gauge factor is

$$K=m_{11}-2\nu m_{12}+1+2\nu=-133.0+1.56=-131.4.$$

The geometric part is about 1% of the total in size.

There is also an intermediate case. Suppose a wide, thin plate is stretched along $x$, its width is held fixed, and its faces are free. Then $e_{yy}=0$ and $\sigma_{zz}=0$. The last condition gives $c_{11}e_{zz}+c_{12}e_{xx}=0$, so

$$\frac{1}{e_{xx}}\frac{\Delta\rho_{xx}}{\rho}=m_{11}-\frac{c_{12}}{c_{11}}m_{12}=-101.1-(0.386)(57.3)=-123.$$

This lies between the fully clamped value $-101$ and the free-bar value $-133$. A strain coefficient has to be quoted together with what the sides are doing.

### A bar under 20 MPa

Take a bar with $10^{15}$ donors per $\mathrm{cm^3}$ at 300 K, pulled along [100] with 20 MPa. The axial strain is $\sigma/E=153.7\times10^{-6}$, and each side strain is $-42.8\times10^{-6}$. The two contributions are

$$m_{11}e_{xx}=-1.554\%,\qquad 2m_{12}e_s=-0.490\%.$$

Their sum is $-2.044\%$. The stress form gives the same result in one step: $\pi_{11}\sigma=(-102.2\times10^{-11})(20\times10^6)=-2.044\%$. For a known uniaxial stress, $\pi$ is more convenient; for a strain imposed by a substrate, $m$ is.

The same load along [110] brings in the shear coefficient. With $\mathbf u=(1,1,0)/\sqrt2$, the stress components $\sigma u_iu_j$ are $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=\sigma/2$. For current along $\mathbf u$, the longitudinal resistivity change is

$$\begin{aligned}
\sum_{ij}u_i\frac{\Delta\rho_{ij}}{\rho}u_j
&=\frac12\left(\frac{\Delta\rho_{xx}}{\rho}+\frac{\Delta\rho_{yy}}{\rho}\right)+\frac{\Delta\rho_{xy}}{\rho}\\
&=\frac{\pi_{11}+\pi_{12}+\pi_{44}}{2}\,\sigma=-0.624\%.
\end{aligned}$$

The shear part is $\pi_{44}\sigma/2=-0.136\%$. In strain language, $\gamma_{xy}=\sigma/(2c_{44})=126\times10^{-6}$, and $m_{44}\gamma_{xy}$ is again $-0.136\%$. Using $m_{44}e_{xy}$ instead would give half of this, which is how a mixed shear convention shows itself.

### Where the signs come from

The conduction band of silicon has six equivalent valleys, two along each cube axis. Each has a heavy mass $m_l$ along its own axis and a light mass $m_t$ across it. In a simple model, a normal strain shifts the valleys on axis $i$ by $\Xi_u e_{ii}$, apart from a shift common to all six. The common shift has no effect, because doping fixes the total number of electrons. The model also neglects the dilution of the electron density by the volume change, which would add $+1$ to each of $m_{11}$ and $m_{12}$.

For Boltzmann statistics, the fraction of electrons in the pair on axis $i$ is

$$f_i=\frac{e^{-\Xi_u e_{ii}/kT}}{\sum_j e^{-\Xi_u e_{jj}/kT}}\simeq\frac13\left[1-\frac{\Xi_u}{kT}(e_{ii}-\bar e)\right],\qquad \bar e=\frac{e_{xx}+e_{yy}+e_{zz}}3.$$

Assume equal relaxation times, unchanged by strain. The mobility along $x$ is then $\mu_l\propto1/m_l$ in the $x$ valleys and $\mu_t\propto1/m_t$ in the others. Write $s$ for the relative change in conductivity along $x$. Since the changes $\delta f_i$ add up to zero,

$$s=\frac{(\mu_l-\mu_t)\,\delta f_x}{(\mu_l+2\mu_t)/3}=\frac{L-1}{2L+1}\,\frac{\Xi_u}{kT}\,(e_{xx}-\bar e),\qquad L=\frac{m_l}{m_t}.$$

To first order the resistivity changes by $-s$. A strain $e_{xx}$ alone has $e_{xx}-\bar e=\tfrac23e_{xx}$, while $e_{yy}$ alone has $e_{xx}-\bar e=-\tfrac13e_{yy}$. Thus

$$m_{11}=-\frac23\,\frac{L-1}{2L+1}\,\frac{\Xi_u}{kT},\qquad m_{12}=-\frac12m_{11}.$$

With the rough values $\Xi_u=9$ eV, $m_l=0.92$ and $m_t=0.19$ electron masses, $L=4.84$ and $kT=25.85$ meV. The model gives $m_{11}=-83.5$ and $m_{12}=41.7$. Both signs agree with the converted data, and the sizes are 17% and 27% too small. Repopulation is not the whole effect at 300 K. Splitting the valleys also changes the phonon scattering between valleys on different axes. This adds to the response in the same direction and can be as large as the shortfall.

In words, tension along $x$ raises the $x$ valleys. Electrons move to valleys in which they are light along $x$, and $\rho_{xx}$ falls. Tension along $y$ sends electrons into the $x$ valleys, among others, and $\rho_{xx}$ rises.

The model has $m_{11}+2m_{12}=0$, because equal strains shift all valleys equally and the density is held fixed; the neglected dilution would give $+3$, still well short of $13.5$. It also has $m_{44}=0$, because its energies contain no shear strain. It therefore does not explain the value $-10.8$.

### When the linear coefficients stop working

At 20 MPa the model's valley splitting is 1.77 meV, or $d=0.068$ in units of $kT$. Its linear resistivity change is $-1.640\%$ and its full change is $-1.595\%$, so the linear law overstates the effect by nearly 3%. Two second-order terms account for this. Expanding $f_x=e^{-d}/(2+e^{-d})$ gives

$$f_x=\frac13-\frac29d+\frac1{27}d^2+\dots,$$

which reduces the electron transfer by the fraction $d/6\simeq1.1\%$. In addition, $1/(1+s)-1=-s+s^2-\dots$ reduces the resistivity change by the fraction $s\simeq1.6\%$.

At 1 GPa the linear law fails completely. It predicts $\pi_{11}\sigma=-102\%$, a negative resistivity. The valley model gives $-25.5\%$, because the transfer ends when the $x$ valleys are empty. The resistivity ratio then tends to

$$\frac{\mu_l+2\mu_t}{3\mu_t}=\frac{1+2L}{3L}=0.74,$$

a fall of 26%. This estimate keeps the elastic constants, masses and relaxation times fixed. The 26% is a ceiling of the model only: in real silicon the splitting also suppresses intervalley scattering, so the resistivity can fall further.

Temperature enters through $1/kT$. With the other parameters fixed, the model's effect at 400 K is 0.75 of that at 300 K. The coefficients above should not be carried to a hot device unchanged.

### Comparison with real resistors

The example is close to the conditions for which the coefficients are meant: light doping, room temperature and a load small enough for the linear law. In a resistor that is doped far more heavily, the assumption of Boltzmann statistics breaks down. Degeneracy multiplies the population response by $d\ln n/d(E_F/kT)$, where $n$ is the electron density and $E_F$ the Fermi level measured from the band edge; this factor is 1 in the Boltzmann limit. In the model the reduction is about 0.001% at $10^{15}\ \mathrm{cm^{-3}}$ and 11% at $10^{19}\ \mathrm{cm^{-3}}$, both at 300 K. These figures carry over to the resistivity only for a relaxation time independent of energy. At $10^{19}\ \mathrm{cm^{-3}}$ the same statistics give about 15% for $\tau\propto E^{-1/2}$ (acoustic phonons) and about 4% for $\tau\propto E^{3/2}$ (ionized impurities), so the second figure fixes only the order of magnitude. A resistor on a substrate may also have constrained sides. If its top face is a free (001) surface and its width is held fixed, the strain response along [100] is the plate value $-123$ instead of $-133$, a reduction of about 7% in size. The value $-101$ would require the top face to be held as well. The numerical output below lists the main values used here.

## Computed results

```
pi11, pi12, pi44 = -102.2, 53.4, -13.6 (1e-11/Pa)
c11, c12, c44 = 165.7, 63.9, 79.6 GPa
pi11*c11 = -169.35 (dimensionless)
2*pi12*c12 = 68.25 (dimensionless)
pi11*c12 = -65.31 (dimensionless)
c11+c12 = 229.6 GPa
pi12*(c11+c12) = 122.61 (dimensionless)
m11 = -101.10 (dimensionless)
m12 = 57.30 (dimensionless)
m44 = -10.83 (engineering shear)
2*m44 = -21.65 (tensor shear)
pi11+2*pi12 = 4.6 (1e-11/Pa)
c11+2*c12 = 293.5 GPa
m11+2*m12 = 13.50 (dimensionless)
pi11-pi12 = -155.6 (1e-11/Pa)
c11-c12 = 101.8 GPa
m11-m12 = -158.40 (dimensionless)
stress = 20 MPa, temperature = 300 K
Poisson ratio [100] = 0.2783
Young modulus [100] = 130.1 GPa
axial strain [100] = 153.7 (1e-6)
side strain [100] = -42.8 (1e-6)
part m11*axial strain = -1.554 %
part 2*m12*side strain = -0.490 %
resistivity change [100] = -2.044 %
resistivity change [110] = -0.624 %
gauge factor, resistivity part = -133.0
geometry part 1+2*nu = 1.56
gauge factor, resistance = -131.4
model inputs: Xi_u = 9.0 eV, m_l = 0.92, m_t = 0.19 (m_e)
mass ratio L = 4.84, kT = 25.85 meV
valley model m11 = -83.5, m12 = 41.7
valley splitting at 20 MPa = 1.77 meV
model, 20 MPa: linear -1.640 %, full -1.595 %
nonlinear correction at 20 MPa = -2.7 % of the effect
linear law with pi11 at 1 GPa = -102.2 %
model, 1 GPa: linear -82.0 %, full -25.5 %
model effect at 400 K / at 300 K = 0.750
band density of states = 2.74e+19 cm^-3
degeneracy loss at 1e15 cm^-3 = 1.3e-03 %
degeneracy loss at 1e19 cm^-3 = 11.3 %
1 % errors in pi11, pi12 shift m11 by up to 2.38
1 % errors in pi11, pi12 shift m12 by up to 1.88
1 % errors in pi11, pi12 shift m11+2*m12 by up to 6.13
```
